# Exchange with a full subshell and the spherical Fock operator, part 2

We treat the Hartree-Fock exchange and direct operators of full atomic subshells, in Hartree atomic units. The Hamiltonian is nonrelativistic, without spin-orbit coupling, and the nucleus, of charge \(Z\), is at the origin. An orbital of spin \(\sigma\) is \((P(r)/r)Y_{lm}(\Omega)\chi_\sigma\), with real normalized \(P\) and orthonormal \(Y_{lm}\). A subshell \(n'l'\) is full for one spin if all its \(2l'+1\) orbitals of that spin are occupied with a common radial function \(P'\).

Here \(\gamma\) is the angle between \(\mathbf r\) and \(\mathbf r'\), \(r_<\) and \(r_>\) are the smaller and larger of \(r\) and \(r'\), \(P_k(\cos\gamma)\) is a Legendre polynomial, \(\mathbf L\) is the orbital angular momentum operator, and \(n_i\) is a Cartesian component of the unit vector along \(\mathbf r\). Part 1 gave

\[
\sum_{m'} Y_{l'm'}(\Omega)\, Y^*_{l'm'}(\Omega') = \frac{2l'+1}{4\pi}\, P_{l'}(\cos\gamma) .
\tag{4}
\]

\[
\int d\Omega'\, P_L(\cos\gamma)\, Y_{lm}(\Omega') = \frac{4\pi}{2L+1} \sum_M Y_{LM}(\Omega) \int d\Omega'\, Y^*_{LM}Y_{lm} = \frac{4\pi}{2L+1}\, \delta_{Ll}\, Y_{lm}(\Omega) .
\tag{8}
\]

For a radial product \(\rho(r)\), define

\[
U^k[\rho](r) = \int_0^\infty dr'\, \frac{r_<^k}{r_>^{k+1}}\, \rho(r') .
\]

The exchange operator \(K\) acts between equal spins and is subtracted in the Fock operator. For a full subshell it keeps \(l\) and \(m\), and replaces \(P\) by

\[
Q(r) = P'(r) \sum_k c_k(l,l')\, U^k[P'P](r) ,
\qquad
c_k(l,l') = (2l'+1) \begin{pmatrix} l & k & l' \\ 0 & 0 & 0 \end{pmatrix}^2 ,
\tag{12}
\]

with \(k=|l-l'|,\,|l-l'|+2,\dots,l+l'\). The coefficients satisfy

\[
c_k(l,l') = \frac{2l'+1}{2} \int_{-1}^{1} P_l(u)\,P_k(u)\,P_{l'}(u)\, du .
\tag{9}
\]

\[
\sum_k (2k+1)\, c_k(l,l') = 2l'+1 .
\tag{11}
\]

For an orbital \(a\) and a full subshell \(b\), the expectation value of exchange is

\[
K_{ab} = \sum_k c_k(l_a,l_b)\, G^k(a,b) ,
\qquad
G^k(a,b) = \int_0^\infty dr\, P_aP_b\, U^k[P_aP_b] .
\tag{13}
\]

For exchange of a real orbital \(p_i\) with one occupied \(p_j\), the angular factors \(a_k\) multiplying the radial integrals are \(a_0=1\), \(a_2=4/25\) for \(i=j\), and \(a_0=0\), \(a_2=3/25\) for \(i\ne j\). If \(p_z\) is removed from the full subshell, an orbital along \(z\) retains \(a_0=0\), \(a_2=6/25\), and one along \(x\) or \(y\) retains \(a_0=1\), \(a_2=7/25\).

### The direct term

At \(\gamma=0\) the addition theorem, Eq. (4), gives \(\sum_{m'}|Y_{l'm'}|^2=(2l'+1)/(4\pi)\). The charge density of a full subshell depends on \(r\) alone. By Eq. (8) with \(l=m=0\), \(\int P_k(\cos\gamma)d\Omega'=4\pi\delta_{k0}\), so its direct potential is

\[
V_{n'l'}(r) = (2l'+1)\, U^0[P'^2](r) .
\tag{15}
\]

Unlike exchange, this is multiplication by a function of \(r\). Both spins contribute to it. With \(F^0(a,b)=\int P_a^2\,U^0[P_b^2]\,dr\), its expectation value in orbital \(a\) is \((2l_b+1)F^0(a,b)\) per full spin subshell.

### The radial equation

The Laplacian acts on an orbital as

\[
\nabla^2\, \frac{P}{r} Y_{lm} = \frac1r \left[ \frac{d^2P}{dr^2} - \frac{l(l+1)}{r^2} P \right] Y_{lm} ,
\]

because its radial part is \(r^{-1}(d^2/dr^2)r\) and its angular part is \(-\mathbf L^2/r^2\). Suppose every occupied subshell of either spin is full. After division by \(Y_{lm}/r\), the canonical Hartree-Fock equation for spin \(\sigma\) becomes

\[
\left[ -\frac12 \frac{d^2}{dr^2} + \frac{l(l+1)}{2r^2} - \frac{Z}{r} + \sum_{b,\,\text{both spins}} (2l_b+1)\, U^0[P_b^2] \right] P
- \sum_{b,\,\text{spin }\sigma} P_b \sum_k c_k(l,l_b)\, U^k[P_bP] = \varepsilon P .
\tag{16}
\]

Every operation in it depends on \(l\) and \(\sigma\), but not on \(m\). The eigenvalues therefore have a degeneracy of at least \(2l+1\) within each spin. If the two spins have the same full subshells and radial functions, their equations coincide. If they differ, each Fock operator is still spherical.

Taking the expectation value of Eq. (16) gives the orbital energy

\[
\varepsilon_a = h_a + \sum_{b,\,\text{both spins}} (2l_b+1)F^0(a,b) - \sum_{b,\,\text{spin }\sigma} \sum_k c_k(l_a,l_b)\, G^k(a,b) ,
\tag{17}
\]

where \(h_a\) contains the kinetic and nuclear energies. Full subshells are sufficient for this form. Equal fractional occupations of all \(m'\) also give a spherical operator by linearity, with each subshell contribution multiplied by its occupation. Such an averaged description is not a single determinant with integer occupations.

### Self-interaction within a subshell

When \(b\) is the subshell containing \(a\), \(c_0(l,l)=1\) and \(G^0(a,a)=F^0(a,a)\). The direct term \((2l+1)F^0\) is then reduced to \(2lF^0\), which counts the other electrons of the same spin. This does not mean that the \(k=0\) part is the entire self-repulsion of an orbital. For a real p orbital, the angular factors of Part 1 give the self-repulsion

\[
\langle p_zp_z|p_zp_z\rangle = F^0 + \frac{4}{25}F^2 ,
\]

with \(F^2=G^2(a,a)\). The same quantity is contained in the direct and exchange terms and cancels between them. The remaining \(6/25\) of the exchange weight \(2/5\) comes from the other two orbitals. In a complex \(m\) basis the \(m=0\) orbital is \(p_z\) and keeps this division, but the orbitals \(m=\pm1\) do not. Their angular density is \(|Y_{1,\pm1}|^2=(3/8\pi)(1-n_z^2)=(3/8\pi)[\tfrac23-(n_z^2-\tfrac13)]\). Its degree-2 part is \(-1/2\) times that of \(p_z\), so the self-repulsion is \(F^0+\tfrac14\times\tfrac4{25}F^2=F^0+\tfrac1{25}F^2\), and \(9/25\) comes from the other two orbitals. The total weight \(2/5\) is unchanged.

### Matrix elements and total exchange energy

In a basis of functions \(R_\mu(r)Y_{lm}\), the exchange matrix vanishes between different \(l\) or different \(m\). Its radial block is

\[
K^{(l)}_{\mu\nu} = \sum_{b,k} c_k(l,l_b) \int_0^\infty dr\, rR_\mu P_b\, U^k[P_b\, rR_\nu] .
\tag{18}
\]

Here \(rR_\mu\) takes the place of \(P\), and each \(b\) is full for the spin considered. Real harmonics may replace complex ones without any change to this block. They are related by a unitary transformation within one \(l\), and a multiple of the identity is unchanged by such a transformation.

The total exchange energy has a factor 1/2 to prevent double counting. For two different full subshells \(a,b\) of one spin, the two orderings cancel this factor:

\[
E_x(a,b) = -(2l_a+1) \sum_k c_k(l_a,l_b)\, G^k(a,b) .
\]

Within one subshell the factor remains:

\[
E_x(a,a) = -\frac{2l_a+1}{2} \sum_k c_k(l_a,l_a)\, G^k(a,a) .
\]

The product \((2l_a+1)c_k(l_a,l_b)\) is symmetric in \(a\) and \(b\), as the energy requires. In a restricted closed-shell code that stores the total occupation \(q_b=2(2l_b+1)\), the direct weight is \(q_b\), while the exchange weight is \((q_b/2)\) times the squared 3j symbol.

### Evaluating the multipole potentials

Split the radial integral at \(r'=r\):

\[
U^k[\rho](r) = \frac{1}{r^{k+1}} \int_0^r s^k\rho(s)\, ds + r^k \int_r^\infty \frac{\rho(s)}{s^{k+1}}\, ds .
\tag{19}
\]

Two cumulative integrals give the potential at all grid points, so a double loop over radii is unnecessary. On a logarithmic grid, \(r=e^x\) and \(ds=s\,dx\). For orbitals regular at the nucleus, \(P\sim r^{l+1}\) and \(P'\sim r^{l'+1}\). The product behaves as \(r^{l+l'+2}\), and \(k\le l+l'\), so the integrand \(\rho/s^{k+1}\) vanishes at least linearly at the origin. The outer integral can be accumulated inward from the last grid point. This avoids subtracting nearly equal numbers at large \(r\), where the result is multiplied by \(r^k\).

A differential equation provides another route. Let \(A\) and \(B\) be the first and second integrals in Eq. (19), so that \(A'=r^k\rho\) and \(B'=-r^{-k-1}\rho\). Then \(rU^k=r^{-k}A+r^{k+1}B\). In the first derivative, the two terms in \(\rho\) cancel:

\[
\frac{d(rU^k)}{dr} = -k\,r^{-k-1}A + (k+1)\,r^kB .
\]

Differentiating again gives

\[
\left[ \frac{d^2}{dr^2} - \frac{k(k+1)}{r^2} \right] (rU^k) = -\frac{2k+1}{r}\, \rho .
\tag{20}
\]

The boundary conditions are \(rU^k\to0\) at the origin and \(rU^k\to r^{-k}\int_0^\infty s^k\rho\,ds\) at large \(r\).

A compact implementation has four stages:

1. Tabulate \(c_k(l,l')\) from Eq. (9) or a 3j routine, and check the table with Eq. (11).
2. For each spin and full subshell \(b\), form \(P_bP\) and its potentials \(U^k\).
3. Add the direct potentials of both spins, and subtract the exchange terms of the same spin.
4. Check a single s electron: its direct and exchange terms must cancel. Using \(2(2l'+1)\) in place of \(2l'+1\) in the exchange term alone, or in the direct term alone, fails this check. The same doubling in both terms still cancels and is not detected by it.

### Phosphorus in its quartet state

The free phosphorus atom shows why fullness should be assessed spin by spin. In the quartet determinant, the nine alpha electrons fill 1s, 2s, 2p, 3s and 3p. The six beta electrons fill 1s, 2s, 2p and 3s. The 3p shell is half filled, yet every occupied subshell is full within its spin, so both Fock operators are spherical.

The calculation uses unrestricted Hartree-Fock in the cc-pVTZ basis. It omits electron correlation and relativistic effects, and the finite basis limits the accuracy of the numbers below. In a near-complete uncontracted set of s and p functions, the alpha 3p orbital energy moves from \(-0.3914\) to \(-0.3921\) hartree. Its one-electron, direct and exchange parts move by about 0.0025, 0.0036 and 0.0004 hartree. The 3s energies move by 0.0008 (alpha) and 0.0003 (beta) hartree, and their splitting moves from 0.2795 to 0.2801 hartree (7.62 eV). The integral \(G^1(3s,3p)\) and the elements with \(2p_z\) removed keep their four digits. The digits shown below refer to cc-pVTZ. The numerical check compares Eqs. (15) and (18), for s, p, d and f basis functions, with matrices formed from the four-index Gaussian integrals. The largest differences are about \(3\times10^{-12}\) hartree. The nonspherical part of the two Fock matrices is about \(3\times10^{-15}\) hartree.

For an alpha 3p electron, the exchange contributions are as follows, in hartree.

| Alpha subshell | \(k\) | \(c_k\) | \(G^k\) | \(c_kG^k\) |
|---|---:|---:|---:|---:|
| 1s | 1 | 1/3 | 0.0189 | 0.0063 |
| 2s | 1 | 1/3 | 0.0213 | 0.0071 |
| 2p | 0 | 1 | 0.0272 | 0.0272 |
| 2p | 2 | 2/5 | 0.0267 | 0.0107 |
| 3s | 1 | 1/3 | 0.2784 | 0.0928 |
| 3p | 0 | 1 | 0.3912 | 0.3912 |
| 3p | 2 | 2/5 | 0.1973 | 0.0789 |

The sum is 0.6142 hartree, or 16.71 eV. The 3p subshell supplies 0.4702 hartree, about 77% of it. Much of this cancels self-repulsion. For a real 3p orbital that part is \(0.3912+(4/25)\times0.1973=0.4228\) hartree. Exchange of this real orbital with all other alpha electrons is therefore \(0.6142-0.4228=0.1914\) hartree. This division depends on the choice of orbitals within the subshell. For the complex orbitals \(m=\pm1\) the self-repulsion is \(0.3912+(1/25)\times0.1973=0.3991\) hartree and the remainder is \(0.6142-0.3991=0.2151\) hartree, while the sum 0.6142 is the same.

The orbital energy follows from Eq. (17):

\[
\varepsilon_{3p\alpha} = -7.1957 + 7.4186 - 0.6142 \approx -0.3914\ \text{hartree} .
\]

The terms are the one-electron, direct and exchange parts; they were rounded after the calculation. The result is \(-10.65\) eV and agrees with the self-consistent eigenvalue. Without exchange, the same orbital would have the positive expectation value \(-7.1957+7.4186=0.2229\) hartree. This is an energy decomposition at fixed orbitals, not a self-consistent calculation without exchange.

### Spin splitting of the 3s level

Both spins feel the same one-electron and direct operators. The difference of their Fock operators is therefore

\[
F_\beta-F_\alpha = K_\alpha-K_\beta .
\]

The full alpha 3p subshell has no occupied beta counterpart. Since \(c_1(0,1)=1\), it contributes \(G^1(3s,3p)=0.2784\) hartree to this difference in the alpha 3s orbital. The complete matrix element is 0.2800 hartree. The remaining 0.0017 hartree, obtained before rounding, comes from subshells occupied in both spins, whose radial functions differ slightly.

The calculated 3s energies are \(-0.8354\) hartree for alpha and \(-0.5558\) hartree for beta. Their splitting is 0.2795 hartree, or 7.61 eV. It differs from the matrix element because the beta eigenvalue belongs to the beta 3s orbital, while the matrix element uses the alpha orbital. This is a splitting of Hartree-Fock orbital energies, not a prediction of a measured ionization splitting.

The same integral \(G^1\) appears in the table with weight 1/3. A 3s electron sees three occupied 3p orbitals, while a 3p electron sees one occupied 3s orbital. The symmetry of \((2l_a+1)c_k(l_a,l_b)\) relates the two weights: \(1\times1=3\times1/3\).

### Loss of spherical symmetry

Now remove \(2p_z\) from the alpha 2p subshell while keeping all radial functions fixed. This tests the angular argument; it is not a relaxed calculation of an ion. With the full subshell, each 3p orbital has the exchange element

\[
0.0272 + \frac25\times0.0267 = 0.0379\ \text{hartree} .
\]

With \(2p_z\) missing, the factors derived in Part 1 give

\[
K_{3p_z} = \frac{6}{25}\times0.0267 = 0.0064\ \text{hartree} ,
\]

\[
K_{3p_x} = K_{3p_y} = 0.0272 + \frac{7}{25}\times0.0267 = 0.0347\ \text{hartree} .
\]

These agree with the elements computed directly from the Gaussian integrals. The \(3p_z\) orbital loses the monopole term because its partner along the same axis is absent. The exchange operator now distinguishes the \(z\) axis, and a single radial equation for all three 3p orbitals is no longer valid.

Other departures from the assumptions have similar consequences. If the orbitals of one subshell have radial functions that depend on \(m'\), they cannot be taken outside the sum in Eq. (4). If spin-orbit coupling mixes the two spins within an orbital, the initial separation by spin fails and the angular coefficients must be derived for the coupled orbitals. A nonspherical external potential breaks the symmetry through the one-electron term, even if the exchange operator of a given full subshell is still spherical.

## Numbers as computed

```
Phosphorus atom, quartet, UHF/cc-pVTZ
basis functions: 34; total energy: -340.716306 hartree
Coefficients (2l'+1)(l k l';000)^2 for a full p subshell (l'=1):
  l=0: k=1: 1
  l=1: k=0: 1, k=2: 2/5
  l=2: k=1: 2/5, k=3: 9/35
  l=3: k=2: 9/35, k=4: 4/21
largest angular quadrature error: 5.4e-15
Largest differences, Gaussian integrals vs radial formula:
  exchange 2.3e-12, direct 2.8e-12 hartree
nonspherical part of both Fock matrices: 2.7e-15 hartree
Exchange of an alpha 3p electron with the full alpha subshells:
  shell  k  coefficient  G^k (hartree)  product (hartree)
  1s     1    1/3        0.018876       0.006292
  2s     1    1/3        0.021308       0.007103
  2p     0      1        0.027195       0.027195
  2p     2    2/5        0.026730       0.010692
  3s     1    1/3        0.278392       0.092797
  3p     0      1        0.391249       0.391249
  3p     2    2/5        0.197269       0.078908
  sum for 2p: 0.037887; for 3p: 0.470157 hartree
one-electron part of alpha 3p: -7.195682 hartree
direct part, all 15 electrons: 7.418559 hartree
exchange part, subtracted: 0.614236 hartree = 16.7142 eV
orbital energy from these parts: -0.391359 hartree = -10.6494 eV
orbital energy from the SCF: -0.391359 hartree
3s energies: alpha -0.835379, beta -0.555838 hartree
3s splitting: 0.279541 hartree = 7.6067 eV
beta minus alpha Fock element in alpha 3s: 0.280045 hartree
G^1(3s,3p), coefficient 1: 0.278392 hartree
Exchange of alpha 3p_x, 3p_y, 3p_z with alpha 2p (hartree):
  full 2p:       0.037887, 0.037887, 0.037887
  2p_z removed:  0.034679, 0.034679, 0.006415
```
